# The Asymmetric Top: Wang Blocks, D2 Species and Dipole Selection Rules: a numerical check

```python
"""Rigid asymmetric top H = A Ja^2 + B Jb^2 + C Jc^2 (A > B > C).
Result under test: Wang functions [|K> + (-1)^s |-K>]/sqrt(2) split H into
blocks, one per D2 species; the levels J_KaKc have half-turn characters
Ra = (-1)^Ka, Rc = (-1)^Kc, Rb = Ra*Rc; dipole lines obey
a-type: dKa even, dKc odd; b-type: odd, odd; c-type: odd, even.
Symbols: k = projection of J on body axis z; axes z = a, x = b, y = c;
m = projection on space axis Z; K = |k|; s = 0 or 1.
Orientation matrix R = Rz(phi) Ry(theta) Rz(chi) takes body to space axes.
Constants and energies are frequencies in GHz."""
from math import factorial
import numpy as np
from scipy import constants
from scipy.linalg import block_diag, expm
from scipy.spatial.transform import Rotation

A, B, C = 30.0, 18.0, 12.0
AXES = {"a": np.array([0., 0., 1.]), "b": np.array([1., 0., 0.]),
        "c": np.array([0., 1., 0.])}
SPECIES = {(0, 0): "A", (0, 1): "Ba", (1, 1): "Bb", (1, 0): "Bc"}
LINE_TYPE = {(0, 1): "a", (1, 1): "b", (1, 0): "c", (0, 0): "none"}
BLOCKS = [(0, 0), (0, 1), (1, 0), (1, 1)]  # (parity of K, s)


def wigner_d(J, m, k, theta):
    """Explicit factorial sum for the reduced rotation function d^J_mk."""
    root = np.sqrt(float(factorial(J + m) * factorial(J - m)
                         * factorial(J + k) * factorial(J - k)))
    total = 0.0 * theta
    for t in range(max(0, k - m), min(J + k, J - m) + 1):
        denominator = (factorial(J + k - t) * factorial(t)
                       * factorial(m - k + t) * factorial(J - m - t))
        total = total + ((-1) ** (m - k + t) * root / denominator
                         * np.cos(theta / 2) ** (2 * J + k - m - 2 * t)
                         * np.sin(theta / 2) ** (m - k + 2 * t))
    return total


def top_function(J, k, m, R):
    """Symmetric-top function evaluated from an orientation matrix."""
    theta = np.arccos(R[2, 2])
    phi = np.arctan2(R[1, 2], R[0, 2])
    chi = np.arctan2(R[2, 1], -R[2, 0])
    norm = np.sqrt((2 * J + 1) / (8 * np.pi ** 2))
    return norm * np.exp(1j * (m * phi + k * chi)) * wigner_d(J, m, k, theta)


def body_turn(axis, angle):
    return Rotation.from_rotvec(angle * AXES[axis]).as_matrix()


def body_operators(J):
    """Matrices of Ja, Jb, Jc; Jx + iJy lowers k."""
    k = np.arange(-J, J + 1)
    plus = np.zeros((2 * J + 1, 2 * J + 1))
    for q in range(-J + 1, J + 1):
        plus[q - 1 + J, q + J] = np.sqrt(J * (J + 1) - q * (q - 1))
    return {"a": np.diag(k).astype(complex),
            "b": (plus + plus.T) / 2 + 0j, "c": (plus - plus.T) / 2j}


def full_hamiltonian(J):
    op = body_operators(J)
    return sum(x * op[g] @ op[g] for x, g in zip((A, B, C), "abc"))


def wang_block(J, parity, s, a, b, c):
    """Derived tridiagonal block and its list of K values."""
    Ks = [K for K in range(J + 1) if K % 2 == parity and (K > 0 or s == 0)]
    jj = J * (J + 1)
    h = np.zeros((len(Ks), len(Ks)))
    for n, K in enumerate(Ks):
        h[n, n] = (b + c) / 2 * jj + (a - (b + c) / 2) * K ** 2
        if K == 1:
            h[n, n] += (-1) ** s * (b - c) / 4 * jj
        if n + 1 < len(Ks):
            w = (b - c) / 4 * np.sqrt((jj - K * (K + 1))
                                      * (jj - (K + 1) * (K + 2)))
            h[n, n + 1] = h[n + 1, n] = w * (np.sqrt(2) if K == 0 else 1)
    return Ks, h


def wang_vectors(J, Ks, s):
    W = np.zeros((2 * J + 1, len(Ks)))
    for n, K in enumerate(Ks):
        if K == 0:
            W[J, n] = 1
        else:
            W[J + K, n] = 1 / np.sqrt(2)
            W[J - K, n] = (-1) ** s / np.sqrt(2)
    return W


def labelled_levels(J, a, b, c):
    """List of (energy, J, Ka, Kc, vector over k), sorted by energy."""
    out = []
    for parity, s in BLOCKS:
        Ks, h = wang_block(J, parity, s, a, b, c)
        if Ks:
            energy, U = np.linalg.eigh(h)
            vectors = wang_vectors(J, Ks, s) @ U
            for n, Ka in enumerate(Ks):
                out.append((energy[n], J, Ka, J + s - Ka, vectors[:, n]))
    return sorted(out, key=lambda level: level[0])


def name(level):
    return f"{level[1]}_{level[2]}{level[3]}"


# Operators and half-turns, checked on the wavefunctions themselves
R0 = Rotation.from_euler("ZYZ", [0.7, 1.1, 0.4]).as_matrix()
step = 1e-4
for J in (1, 2, 3):
    op = body_operators(J)
    for m in (0, 1):
        row = np.array([top_function(J, k, m, R0) for k in range(-J, J + 1)])
        for g in "abc":
            for k in range(-J, J + 1):
                slope = (top_function(J, k, m, R0 @ body_turn(g, step))
                         - top_function(J, k, m, R0 @ body_turn(g, -step)))
                # tolerance covers the step^2 error of the difference
                assert abs(-1j * slope / (2 * step)
                           - row @ op[g][:, k + J]) < 1e-6
                turned = top_function(J, k, m, R0 @ body_turn(g, np.pi))
                claim = {"a": (-1) ** k * row[J + k],
                         "b": (-1) ** J * row[J - k],
                         "c": (-1) ** (J + k) * row[J - k]}[g]
                assert abs(turned - claim) < 1e-10

# Block structure, characters and labels
smallest_gap = np.inf
for J in range(7):
    H = full_hamiltonian(J)
    columns, blocks = [], []
    for parity, s in BLOCKS:
        Ks, h = wang_block(J, parity, s, A, B, C)
        if Ks:
            columns.append(wang_vectors(J, Ks, s))
            blocks.append(h)
        for b in np.linspace(C, A, 41):
            e = np.linalg.eigvalsh(wang_block(J, parity, s, A, b, C)[1]) \
                if Ks else []
            if len(e) > 1:
                smallest_gap = min(smallest_gap, np.diff(e).min())
    W = np.hstack(columns)
    assert np.allclose(W.T @ W, np.eye(2 * J + 1), atol=1e-12)
    assert np.allclose(W.T @ H @ W, block_diag(*blocks), atol=1e-9)
    turn = {g: expm(1j * np.pi * x) for g, x in body_operators(J).items()}
    for E, _, Ka, Kc, v in labelled_levels(J, A, B, C):
        assert np.allclose(H @ v, E * v, atol=1e-8)
        for g, power in (("a", Ka), ("b", Ka + Kc), ("c", Kc)):
            assert np.allclose(turn[g] @ v, (-1) ** power * v, atol=1e-9)
    for E, _, Ka, Kc, v in labelled_levels(J, A, C, C):
        assert abs(E - C * J * (J + 1) - (A - C) * Ka ** 2) < 1e-8
    for E, _, Ka, Kc, v in labelled_levels(J, A, A, C):
        assert abs(E - A * J * (J + 1) + (A - C) * Kc ** 2) < 1e-8
assert smallest_gap > 1.0

# Closed J = 2 energies against the full matrix
root = 2 * np.sqrt((B - C) ** 2 + (A - C) * (A - B))
closed = sorted([2 * (A + B + C) - root, 2 * (A + B + C) + root,
                 4 * A + B + C, A + 4 * B + C, A + B + 4 * C])
assert np.allclose(closed, np.linalg.eigvalsh(full_hamiltonian(2)))

# Axes that are not principal: only the half-turn about c survives
op = body_operators(2)
tilt = 2.0
H_tilted = full_hamiltonian(2) + tilt * (op["a"] @ op["b"] + op["b"] @ op["a"])
broken = {}
for g in "abc":
    T = expm(1j * np.pi * op[g])
    broken[g] = np.abs(T @ H_tilted - H_tilted @ T).max()
assert broken["c"] < 1e-9 and broken["a"] > 1 and broken["b"] > 1

# Line strengths by quadrature over orientations, J = 0..3
J_MAX, N_CHI = 3, 16
x, weight = np.polynomial.legendre.leggauss(12)
theta = np.arccos(x)[:, None]
chi = (2 * np.pi * np.arange(N_CHI) / N_CHI)[None, :]
cosine = {"a": np.cos(theta) + 0 * chi, "b": -np.sin(theta) * np.cos(chi),
          "c": np.sin(theta) * np.sin(chi)}
volume = 2 * np.pi * weight[:, None] * (2 * np.pi / N_CHI) + 0 * chi
basis = [(J, k) for J in range(J_MAX + 1) for k in range(-J, J + 1)]
levels = [lev for J in range(J_MAX + 1) for lev in labelled_levels(J, A, B, C)]
V = np.zeros((len(basis), len(levels)))
for n, lev in enumerate(levels):
    V[lev[1] ** 2:(lev[1] + 1) ** 2, n] = lev[4]
strength = {g: np.zeros((len(levels), len(levels))) for g in "abc"}
for m in range(-J_MAX, J_MAX + 1):
    F = np.zeros((len(basis), len(x), N_CHI), complex)
    for n, (J, k) in enumerate(basis):
        if J >= abs(m):
            F[n] = (np.sqrt((2 * J + 1) / (8 * np.pi ** 2))
                    * wigner_d(J, m, k, theta) * np.exp(1j * k * chi))
    flat = F.reshape(len(basis), -1)
    overlap = (flat.conj() * volume.ravel()) @ flat.T
    present = np.diag([float(J >= abs(m)) for J, k in basis])
    assert np.allclose(overlap, present, atol=1e-12)
    for g in "abc":
        M = (flat.conj() * (volume * cosine[g]).ravel()) @ flat.T
        strength[g] += 3 * np.abs(V.T @ M @ V) ** 2

largest_forbidden, smallest_allowed, connected = 0.0, np.inf, {}
for i, low in enumerate(levels):
    for f, high in enumerate(levels):
        change = ((high[2] - low[2]) % 2, (high[3] - low[3]) % 2)
        for g in "abc":
            S = strength[g][i, f]
            if LINE_TYPE[change] == g and abs(high[1] - low[1]) <= 1:
                smallest_allowed = min(smallest_allowed, S)
                pair = (g, low[2] % 2, low[3] % 2)
                connected[pair] = max(connected.get(pair, 0), S)
            else:
                largest_forbidden = max(largest_forbidden, S)
assert largest_forbidden < 1e-20
assert len(connected) == 12 and min(connected.values()) > 0.1
for i, lev in enumerate(levels):
    if lev[1] < J_MAX:  # all partners up to J + 1 are present
        for g in "abc":
            assert abs(strength[g][i].sum() - (2 * lev[1] + 1)) < 1e-10

# Worked example
print(f"Constants A, B, C = {A:.0f}, {B:.0f}, {C:.0f} GHz")
print(f"Moment check 1/A + 1/B - 1/C = {1/A + 1/B - 1/C:.5f} 1/GHz")
print(f"Ray asymmetry parameter = {(2*B - A - C)/(A - C):.4f}")
h = wang_block(2, 0, 0, A, B, C)[1]
print(f"J=2 E+ block: H00 = {h[0,0]:.3f}, H22 = {h[1,1]:.3f} GHz")
print(f"J=2 E+ block: H02 = {h[0,1]:.4f} GHz")
for label, (p, s) in zip(("E+", "E-", "O+", "O-"), BLOCKS):
    sizes = [len(wang_block(J, p, s, A, B, C)[0]) for J in range(5)]
    print(f"Block {label} sizes for J = 0..4: {sizes}")
print("Level, energy (GHz), D2 species, characters Ra Rb Rc:")
for lev in levels[:9]:
    E, J, Ka, Kc, v = lev
    signs = [(-1) ** Ka, (-1) ** (Ka + Kc), (-1) ** Kc]
    print(f"  {name(lev)}  {E:9.4f}  {SPECIES[Ka % 2, Kc % 2]:2s}  "
          + " ".join(f"{q:+d}" for q in signs))
i = [name(lev) for lev in levels].index("1_01")
print("From 1_01: upper level, frequency (GHz), type, strengths Sa Sb Sc")
for f in range(4, 9):
    lev = levels[f]
    kind = LINE_TYPE[(lev[2] - levels[i][2]) % 2, (lev[3] - levels[i][3]) % 2]
    S = [strength[g][i, f] for g in "abc"]
    print(f"  {name(lev)}  {lev[0] - levels[i][0]:9.4f}  {kind:4s}  "
          + " ".join(f"{q:.5f}" for q in S))
for g in "abc":
    print(f"Sum of S{g} from 1_01 over all levels = {strength[g][i].sum():.6f}")
f = [name(lev) for lev in levels].index("2_02")
hartree = constants.physical_constants["Hartree energy"][0]
quantum = (levels[f][0] - levels[i][0]) * 1e9 * constants.h / hartree
print(f"Photon energy of 1_01 to 2_02 = {quantum:.4e} hartree")
print(f"Largest forbidden strength, J <= 3: {largest_forbidden:.1e}")
print(f"Smallest allowed strength, J <= 3: {smallest_allowed:.2e}")
print(f"Smallest gap inside a block, J <= 6, B from C to A: "
      f"{smallest_gap:.2f} GHz")
print(f"Tilted axes, added term {tilt:.0f} GHz (JaJb + JbJa), J=2:")
for g in "abc":
    print(f"  largest element of [R{g}, H] = {broken[g]:.3f} GHz")
print("no test failed")
```

Printed output:

```
Constants A, B, C = 30, 18, 12 GHz
Moment check 1/A + 1/B - 1/C = 0.00556 1/GHz
Ray asymmetry parameter = -0.3333
J=2 E+ block: H00 = 90.000, H22 = 150.000 GHz
J=2 E+ block: H02 = 10.3923 GHz
Block E+ sizes for J = 0..4: [1, 1, 2, 2, 3]
Block E- sizes for J = 0..4: [0, 0, 1, 1, 2]
Block O+ sizes for J = 0..4: [0, 1, 1, 2, 2]
Block O- sizes for J = 0..4: [0, 1, 1, 2, 2]
Level, energy (GHz), D2 species, characters Ra Rb Rc:
  0_00     0.0000  A   +1 +1 +1
  1_01    30.0000  Ba  +1 -1 -1
  1_11    42.0000  Bb  -1 +1 -1
  1_10    48.0000  Bc  -1 -1 +1
  2_02    88.2510  A   +1 +1 +1
  2_12    96.0000  Bc  -1 -1 +1
  2_11   114.0000  Bb  -1 +1 -1
  2_21   150.0000  Ba  +1 -1 -1
  2_20   151.7490  A   +1 +1 +1
From 1_01: upper level, frequency (GHz), type, strengths Sa Sb Sc
  2_02    58.2510  a     1.94491 0.00000 0.00000
  2_12    66.0000  b     0.00000 1.50000 0.00000
  2_11    84.0000  c     0.00000 0.00000 1.50000
  2_21   120.0000  none  0.00000 0.00000 0.00000
  2_20   121.7490  a     0.05509 0.00000 0.00000
Sum of Sa from 1_01 over all levels = 3.000000
Sum of Sb from 1_01 over all levels = 3.000000
Sum of Sc from 1_01 over all levels = 3.000000
Photon energy of 1_01 to 2_02 = 8.8532e-06 hartree
Largest forbidden strength, J <= 3: 3.4e-30
Smallest allowed strength, J <= 3: 1.09e-02
Smallest gap inside a block, J <= 6, B from C to A: 62.35 GHz
Tilted axes, added term 2 GHz (JaJb + JbJa), J=2:
  largest element of [Ra, H] = 12.000 GHz
  largest element of [Rb, H] = 12.000 GHz
  largest element of [Rc, H] = 0.000 GHz
no test failed
```
